# Inductive Substituents and the Hückel Gap of Alternant Hydrocarbons, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Why the linear term vanishes

### The decision

When a Hückel-type calculation is used to tune the absorption edge of a resist dye, one has to decide how a substituent enters. The cheapest choice is to change the site energy of the carbon that carries it and to estimate the new gap by first-order perturbation theory. For a neutral alternant chromophore with nondegenerate HOMO and LUMO, such as anthracene, this estimate is zero, whatever the position and sign of the substituent. The zero is a symmetry result, not a sign that the substituent is inert. A calculation that needs the gap must therefore diagonalize the perturbed matrix or go to second order, and it must ask whether effects other than the site energy are larger. A calculation that moves the HOMO and leaves the LUMO fixed will report a shift that the model does not contain.

### Model and conventions

Each of the $N$ conjugated carbon atoms contributes one π orbital. These orbitals are taken as orthonormal. The energy zero is the site energy of an unsubstituted carbon, so the unperturbed matrix $H_0$ has a zero diagonal. Its off-diagonal elements are $-t_{rs}$ between bonded atoms and zero otherwise. The $t_{rs}$ are real and need not be equal.

The molecule is alternant: its atoms can be divided into two sets, here called starred and unstarred, such that every bond joins a starred atom to an unstarred one. A skeleton without rings of odd size has this property. The molecule is also neutral, with $N$ electrons for $N$ orbitals and $N$ even. It has a closed shell and a nonzero gap, and its HOMO and LUMO are each nondegenerate.

A substituent on atom $r$ adds $V = \delta P$, where $P$ has a single nonzero element, $P_{rr} = 1$. A positive $\delta$ raises the energy of an electron on that atom and so represents an electron donor. A negative $\delta$ represents an acceptor. The substituent has no orbital of its own in this description, and it leaves the $t_{rs}$ unchanged.

### Pairing of levels

Let $\Gamma$ be the diagonal matrix with $\Gamma_{rr} = +1$ on starred atoms and $-1$ on unstarred atoms. Then $\Gamma^2 = 1$. The elements of the transformed matrix are

$$(\Gamma H_0 \Gamma)_{rs} = \Gamma_{rr}\,\Gamma_{ss}\,(H_0)_{rs}.$$

Wherever $(H_0)_{rs}$ is nonzero, $r$ and $s$ belong to different sets and the product of signs is $-1$. Hence

$$\Gamma H_0 \Gamma = -H_0, \qquad H_0 \Gamma = -\Gamma H_0.$$

The second form follows on multiplying the first from the right by $\Gamma$ and changing the sign of both sides. Now let $H_0 c = \varepsilon c$, with $c$ real and normalized. Then

$$H_0(\Gamma c) = -\Gamma H_0 c = -\varepsilon\,(\Gamma c).$$

Every level $\varepsilon$ thus has a partner $-\varepsilon$, whose orbital is obtained by reversing the sign of the coefficients on one set. Squaring removes the sign, so the two orbitals have the same density on each atom.

It remains to show that the HOMO and LUMO are partners. The numbers of positive and negative levels are equal. If there were levels at zero, their number would be even, because $N$ is even, and they would occupy the middle of the ordered list. Levels $N/2$ and $N/2+1$ would then both be zero and the gap would vanish. Since the gap is nonzero, there are $N/2$ negative levels, all doubly filled, and $N/2$ positive levels, all empty. The HOMO is the highest negative level and the LUMO the lowest positive one, so

$$\varepsilon_H = -\varepsilon_L, \qquad c_{rH}^2 = c_{rL}^2 \equiv a_r.$$

Nondegeneracy makes these orbitals unique up to an overall sign, so $a_r$ is well defined.

There is also a limit on $a_r$. The orbitals $c$ and $\Gamma c$ have different energies and are orthogonal, so $\sum_r \Gamma_{rr} c_r^2 = 0$. Each set therefore carries half of the density, and $a_r \le 1/2$.

Physically, the HOMO and LUMO differ in how neighbouring atomic orbitals interfere, not in how much density sits on each atom. A potential that acts on site densities and has no matrix element across a bond cannot distinguish them at first order.

### First-order shifts

For a nondegenerate level, write $\varepsilon(\delta) = \varepsilon + \delta\,\varepsilon^{(1)} + \delta^2 \varepsilon^{(2)} + \dots$ and $c(\delta) = c + \delta\, c^{(1)} + \dots$, with $c^{(1)}$ orthogonal to $c$. The terms of $(H_0 + \delta P)\,c(\delta) = \varepsilon(\delta)\,c(\delta)$ that are linear in $\delta$ are

$$H_0 c^{(1)} + P c = \varepsilon\, c^{(1)} + \varepsilon^{(1)} c.$$

Multiply from the left by $c^T$. Because $c^T H_0 = \varepsilon c^T$, both terms with $c^{(1)}$ vanish, and

$$\varepsilon^{(1)} = c^T P c = c_r^2.$$

The HOMO and LUMO therefore both move by $a_r\delta$ at first order. For the gap $G = \varepsilon_L - \varepsilon_H$,

$$\left.\frac{dG}{d\delta}\right|_{\delta=0} = a_r - a_r = 0.$$

Where $a_r$ is nonzero, a donor raises both levels and an acceptor lowers both; at a node of the frontier orbitals neither level moves. With several substituents, $V = \sum_r \delta_r P^{(r)}$, where $P^{(r)}$ selects atom $r$. The common shift is then $\sum_r a_r \delta_r$, and the linear gap change is again zero. This includes the case where a substituent also alters the site energies of neighbouring carbons.

### The gap is even in the perturbation

A stronger statement holds without any expansion. Since $V$ is diagonal, it commutes with $\Gamma$, and

$$\Gamma(H_0 + V)\Gamma = -H_0 + V = -(H_0 - V).$$

The matrix on the left has the same eigenvalues as $H_0 + V$. Let $\lambda_1 \le \dots \le \lambda_N$ be the ordered eigenvalues. Changing their sign reverses the order, so $\lambda_j(V) = -\lambda_{N+1-j}(-V)$. The gap is $G(V) = \lambda_{N/2+1}(V) - \lambda_{N/2}(V)$. Applying the relation to each term gives

$$G(V) = -\lambda_{N/2}(-V) + \lambda_{N/2+1}(-V) = G(-V).$$

A donor and an acceptor of equal $|\delta|$ at the same position thus give the same gap within this model. For a nondegenerate HOMO and LUMO the levels have a power series near $\delta = 0$, and all odd terms in the series for $G$ are absent. The same relation shows that the mean of the two levels is odd in $\delta$. Its first correction beyond $a_r\delta$ is therefore of third order.

### The leading change of the gap

The terms of second order in $\delta$ are $H_0 c^{(2)} + P c^{(1)} = \varepsilon c^{(2)} + \varepsilon^{(1)} c^{(1)} + \varepsilon^{(2)} c$. Multiplication by $c^T$ removes the terms with $c^{(2)}$, and $c^T c^{(1)} = 0$, so $\varepsilon^{(2)} = c^T P c^{(1)}$.

To find $c^{(1)}$ for level $i$, write it as $\sum_{j\ne i} b_j c_j$, where $c_j$ is the orbital of level $j$, and project the first-order equation on $c_j$:

$$\varepsilon_j b_j + c_{rj} c_{ri} = \varepsilon_i b_j, \qquad b_j = \frac{c_{rj} c_{ri}}{\varepsilon_i - \varepsilon_j}.$$

Hence

$$\varepsilon_i^{(2)} = c_{ri}^2 \sum_{j \ne i} \frac{c_{rj}^2}{\varepsilon_i - \varepsilon_j}.$$

For the LUMO, the other levels are the HOMO at $-\varepsilon_L$ and the pairs $\pm\varepsilon_k$, where $k$ runs over the levels above the LUMO. Both members of a pair have the same squared coefficient $a_{rk}$, and

$$\frac{1}{\varepsilon_L - \varepsilon_k} + \frac{1}{\varepsilon_L + \varepsilon_k} = \frac{2\varepsilon_L}{\varepsilon_L^2 - \varepsilon_k^2} = -\frac{2\varepsilon_L}{\varepsilon_k^2 - \varepsilon_L^2}.$$

From $\lambda_{N/2}(V) = -\lambda_{N/2+1}(-V)$ the second-order shift of the HOMO is minus that of the LUMO. The gap changes by twice the LUMO shift:

$$G = G_0 + g_2\delta^2 + O(\delta^4), \qquad g_2 = 2a_r\left[\frac{a_r}{2\varepsilon_L} - \sum_k \frac{2\varepsilon_L\, a_{rk}}{\varepsilon_k^2 - \varepsilon_L^2}\right].$$

The first term is the mutual repulsion of the HOMO and LUMO, which opens the gap. The second is the net effect of the outer levels, which closes it. Degenerate outer levels cause no difficulty; each member is counted in the sum.

For several substituents the single-site formula must not be added atom by atom, because cross terms appear. With $V_{jL} = \sum_r \delta_r c_{rj} c_{rL}$ the same steps give

$$\Delta G^{(2)} = 2\sum_{j\ne L} \frac{V_{jL}^2}{\varepsilon_L - \varepsilon_j}, \qquad |V_{HL}| = \left|\sum_r \Gamma_{rr}\, a_r \delta_r\right|.$$

Equal substituents on equivalent atoms of opposite sets cancel in $V_{HL}$, which removes the HOMO–LUMO repulsion.

### Two small molecules

In ethylene the perturbed matrix has diagonal elements $\delta$ and 0 and off-diagonal element $-t$. Its levels are $\delta/2 \pm \sqrt{t^2 + \delta^2/4}$. Both move by $\delta/2$ at first order, as $a_r = 1/2$ requires, and

$$G = 2\sqrt{t^2 + \delta^2/4} = 2t + \frac{\delta^2}{4t} + \dots$$

The gap opens, since there are no outer levels.

For butadiene with equal bonds, the orbitals of a four-atom chain have squared coefficients $\tfrac{2}{5}\sin^2(mk\pi/5)$ on atom $m$, with energies $\pm 2t\cos(k\pi/5)$ for $k = 1, 2$. On an inner atom, $a_r = 0.138$ at $\varepsilon_L = 0.618t$, and the outer pair has $a_{rk} = 0.362$ at $\varepsilon_k = 1.618t$. Then

$$g_2 = \frac{2(0.138)}{t}\left[\frac{0.138}{1.236} - \frac{1.236 \times 0.362}{2.618 - 0.382}\right] = -\frac{0.024}{t}.$$

The bracket is $0.112 - 0.200$, so here the outer levels win and the gap closes. The sign of the inductive gap change is thus not fixed by the pairing theorem.

### Where the conditions fail

**Degenerate levels.** In benzene the HOMO is a degenerate pair at $-t$ and the LUMO a degenerate pair at $+t$. The total density of either pair on one atom is $2/6 = 1/3$ by symmetry. Within a pair one combination can be chosen with a node at the substituted atom. It does not move at first order, while the other moves by $\delta/3$. For $\delta > 0$ the top of the filled pair rises to $-t + \delta/3$ and the bottom of the empty pair stays at $t$. For $\delta < 0$ the filled edge stays and the empty edge falls by $|\delta|/3$. In both cases

$$G = 2t - |\delta|/3 + O(\delta^2).$$

The gap is still even, but it has a cusp at $\delta = 0$, so evenness no longer removes the change of first order in $|\delta|$.

**Nonalternant skeletons.** Azulene has a five-membered and a seven-membered ring, so no division into two sets exists. Diagonalization with equal bonds, and with the site energy of C1 displaced slightly up and down, gives $dG/d\delta = -0.29$. This equals $c_{1L}^2 - c_{1H}^2$. A donor at that position narrows the gap linearly.

**Charged systems.** The allyl cation is alternant, but its two electrons fill the bonding level and the LUMO is the nonbonding level. These are not partners. The squared coefficients on an end atom are $1/4$ and $1/2$, and the gap slope is $1/2 - 1/4 = 1/4$.

## Part 2. Anthracene as a resist chromophore

### Symbols and results carried over

The matrix $H_0$ has zero diagonal and elements $-t$ on bonds. A substituent adds $\delta$ to the site energy of atom $r$, with $\delta > 0$ for a donor. The HOMO and LUMO lie at $-\varepsilon_L$ and $+\varepsilon_L$ and share the squared coefficient $a_r$. Both move by $a_r\delta$ at first order. The gap obeys $G(\delta) = G(-\delta)$ and begins to change as $g_2\delta^2$, where $g_2$ is the sum of a positive HOMO–LUMO part and a negative outer-level part. The sign matrix $\Gamma$ is $+1$ on one set of atoms and $-1$ on the other. These results need an alternant, neutral, closed-shell molecule with equal unperturbed site energies and nondegenerate HOMO and LUMO.

### Frontier orbitals of anthracene

Take all bonds equal and write a level as $\varepsilon = -tx$. The eigenvalue equation then says that $x$ times the coefficient on an atom equals the sum of the coefficients on its neighbours. Diagonalization of the 14-orbital matrix places the HOMO at $x = \sqrt{2} - 1 = 0.414$ and shows that it is nondegenerate.

Its coefficients follow by hand. The orbital is symmetric under the exchange of the two outer rings and changes sign between the C9 side and the C10 side. Let $u$, $p$, $q$ and $v$ be the coefficients on C9, C9a, C1 and C2. The equations at C9, C9a and C2 are

$$xu = 2p, \qquad xp = u + q - p, \qquad xv = q - v.$$

The first gives $p = xu/2 = 0.207u$. The second gives $q = (x+1)p - u = \sqrt{2}\,(0.207u) - u = -0.707u$. The third gives $v = q/(x+1) = -0.500u$. The remaining equation, at C1, is $xq = p + v$; both sides equal $-0.293u$.

There are two atoms like C9 and four of each other kind, so normalization requires

$$u^2\left[2 + 4(0.207)^2 + 4(0.707)^2 + 4(0.500)^2\right] = 5.17\,u^2 = 1.$$

Hence $a_9 = u^2 = 0.193$, $a_1 = a_9/2 = 0.097$ and $a_2 = a_9/4 = 0.048$. The LUMO has the same values by pairing.

For a neutral, closed-shell alternant molecule with nondegenerate HOMO and LUMO, a change of site energy moves both levels equally at first order and the gap only from second order, and the frontier densities of anthracene are now known. It remains to put numbers to a weak donor on anthracene, and to compare the result with the effects left out of the model and with a real dye.
